\section*{Why the Gaussian-barrier average rises on cooling, and real barriers cannot}

\section{Two barriers side by side}

Take two kinds of path between a pair of electrodes, in equal numbers. One kind has a barrier $\phi_0-a$, the other $\phi_0+a$, with $\phi_0>0$ and $a>0$. Energies are measured from the mobility edge, the lowest energy of a mobile carrier. Atomic units are used in the algebra, $T$ is the temperature, $k$ is Boltzmann's constant and $\beta=1/kT$. If each path conducts in proportion to $e^{-\beta\phi}$, the average factor is
\begin{equation}
A_2=\tfrac12\left[e^{-\beta(\phi_0-a)}+e^{-\beta(\phi_0+a)}\right]
=e^{-\beta\phi_0}\cosh\beta a .
\end{equation}
Its apparent activation energy is minus the slope of its logarithm against $\beta$:
\begin{equation}
-\frac{d\ln A_2}{d\beta}=\phi_0-a\tanh\beta a .
\end{equation}
Since $\tanh\beta a<1$, this is positive at every temperature when $a\le\phi_0$, and the conductance falls on cooling. When $a>\phi_0$ it changes sign at $\tanh\beta a=\phi_0/a$, and below that temperature the conductance rises. But $a>\phi_0$ means that the lower ``barrier'' is negative. The rise comes from a path credited with a factor $e^{-\beta\phi}>1$, which grows without limit on cooling.

A Gaussian distribution always has such paths in its tail. However few they are, a low enough temperature makes them dominate.

\section{The contribution of the spread}

Let the barriers have the density
\begin{equation}
p(\phi)=\frac{1}{s\sqrt{2\pi}}\exp\left[-\frac{(\phi-\phi_0)^2}{2s^2}\right].
\end{equation}
For the present, the density of mobile carriers is fixed, the carriers are non-degenerate, and the prefactor of the conductivity does not depend on temperature. The conductivity is then proportional to $A=\int p(\phi)e^{-\beta\phi}\,d\phi$, taken over all real $\phi$.

Put $u=\phi-\phi_0$. The exponent of the integrand is
\begin{align}
-\frac{u^2}{2s^2}-\beta u-\beta\phi_0
&=-\frac{u^2+2\beta s^2u}{2s^2}-\beta\phi_0\nonumber\\
&=-\frac{(u+\beta s^2)^2}{2s^2}+\frac{\beta^2s^2}{2}-\beta\phi_0 .
\end{align}
The weighted distribution is again a Gaussian of width $s$, but its centre has moved to
\begin{equation}
\phi^*=\phi_0-\beta s^2=\phi_0-\frac{s^2}{kT}.
\label{dominant}
\end{equation}
This is the dominant barrier. The remaining Gaussian integrates to one, so
\begin{equation}
A=\exp\left(-\beta\phi_0+\frac{\beta^2s^2}{2}\right).
\label{average}
\end{equation}
The mean barrier contributes the first term, which lowers $A$ on cooling. The spread contributes the second, which raises it. The second grows as $\beta^2$ and must win in the end. Differentiation gives
\begin{equation}
-\frac{d\ln A}{d\beta}=\phi_0-\beta s^2=\phi^* .
\end{equation}
The apparent activation energy is the dominant barrier. Hence the change of sign of that barrier and the turn of the predicted conductivity are one event, at
\begin{equation}
kT^*=\frac{s^2}{\phi_0}.
\end{equation}
The second derivative of $\ln A$ with respect to $\beta$ is $s^2>0$, so this is a minimum. Two values follow by substitution:
\begin{align}
A(T^*)&=\exp\left(-\frac{\phi_0^2}{s^2}+\frac{\phi_0^2}{2s^2}\right)
=e^{-\phi_0^2/2s^2},\\
A(T^*/2)&=\exp\left(-\frac{2\phi_0^2}{s^2}+\frac{4\phi_0^2}{2s^2}\right)=1 .
\end{align}
At $T^*/2$ the formula gives a film full of barriers the conductivity of a film with none. Below that it gives more.

\section{The contribution of negative barriers}

The weighted distribution has centre $\phi^*$ and width $s$. With $\Phi$ the cumulative distribution function of a standard normal variable, the share of $A$ that comes from $\phi<0$ is
\begin{equation}
f_-=\Phi\left(-\frac{\phi^*}{s}\right).
\end{equation}
At $T^*$ this is $\Phi(0)=1/2$. Below $T^*$ more than half of the predicted conductivity belongs to negative barriers.

A dip below the mobility edge does not help a carrier to pass more than freely. To see what a real obstacle can do, let $t(E)$ be its transmission for a carrier of energy $E$ along the current, with $0\le t\le1$ and $t$ not falling as $E$ grows. Incident non-degenerate carriers have $E\ge0$ and a flux weighted by $\beta e^{-\beta E}$. The thermal factor, relative to an open path, is
\begin{align}
\tau&=\beta\int_0^\infty t(E)e^{-\beta E}\,dE
=\left[-t(E)e^{-\beta E}\right]_0^\infty+\int_0^\infty t'(E)e^{-\beta E}\,dE\nonumber\\
&=t(0)+\int_0^\infty t'(E)e^{-\beta E}\,dE .
\end{align}
Because $t\le1$, the first form gives $\tau\le1$. Because $t'\ge0$, the last form gives
\begin{equation}
\frac{d\tau}{d\beta}=-\int_0^\infty E\,t'(E)e^{-\beta E}\,dE\le0 .
\end{equation}
Cooling cannot raise $\tau$, and an average of such factors with fixed weights cannot rise either. Tunnelling is included, as long as $t$ does not fall as $E$ grows. This is why the formula must fail below $T^*$: it predicts a rise that no distribution of such obstacles can give under the stated assumptions. Resonances above a dip can break the condition on $t$ slightly. For a parabolic dip 0.025 eV deep and 10 nm wide, and a mass of 0.3 electron masses, the exact $\tau$ rises by 0.3\% between 77 and 30 K. But $\tau\le1$ still holds, so such a rise cannot grow without limit.

The assumption about the prefactor matters. If the barrier-free mobility varies as $T^{-r}$, that is as $\beta^r$, the apparent activation energy becomes $\phi^*-rkT$. A real rise on cooling is then possible for low positive barriers, but its cause is weaker scattering.

For a classical barrier $t$ is a step at $E=\phi$, so $\tau=e^{-\beta\phi}$ for $\phi\ge0$. For $\phi<0$ every incident carrier passes and $\tau=1$. Capping the factor in this way gives
\begin{align}
A_{\rm cap}&=\int_{-\infty}^0p\,d\phi+\int_0^\infty p\,e^{-\beta\phi}\,d\phi\nonumber\\
&=\Phi\left(-\frac{\phi_0}{s}\right)+A\,\Phi\left(\frac{\phi^*}{s}\right).
\label{cap}
\end{align}
Let $\phi_0\ge s$. Far below $T^*$ the factor $e^{-\beta\phi}$ then decays before $p$ can change, because near $\phi=0$ the density $p$ varies on the scale $s^2/\phi_0=kT^*$. The second integral then tends to $p(0)kT$, and
\begin{equation}
A_{\rm cap}\simeq\Phi\left(-\frac{\phi_0}{s}\right)+p(0)\,kT\qquad(T\ll T^*).
\end{equation}
The rise has gone, but the result is still odd: it levels off at the fraction of open paths, as if each of them ran from one electrode to the other.

\section{The contribution of the voltage}

That is the second fault. An arithmetic average of conductances describes a parallel bundle, in which every barrier has the full voltage across it. In a film, carriers must cross many barriers in turn. For two links in series under unit voltage, the first takes
\begin{equation}
V_1=\frac{g_2}{g_1+g_2},
\end{equation}
which is small when $g_1\gg g_2$. An easy link next to a hard one hardly matters.

For a general network, let link $i$ have conductance $g_i$ and voltage $V_i$, with the electrodes at potentials 1 and 0. The dissipated power equals the total current times the unit voltage, so
\begin{equation}
G=\sum_i g_iV_i^2 .
\label{power}
\end{equation}
Setting the derivative of this sum with respect to each inner node potential to zero gives Kirchhoff's current law. The sum is a convex quadratic function, so the true potentials minimize it. Two results follow.

First, lower every $g_i$ to some $g_i'\le g_i$ and keep the old voltages as a trial. The minimum property gives $G'\le\sum g_i'V_i^2\le\sum g_iV_i^2=G$. If no link improves on cooling, the network cannot improve.

Second, when $\beta$ changes, the change in the potentials has no first-order effect on $G$. Only the explicit change $dg_i/d\beta=-\phi_ig_i$ remains, and
\begin{equation}
-\frac{d\ln G}{d\beta}=\frac{\sum_i g_iV_i^2\,\phi_i}{\sum_i g_iV_i^2}.
\label{seen}
\end{equation}
The network's activation energy is the barrier weighted by dissipated power. With all $V_i=1$ this reduces to the conductance-weighted mean, which is $\phi^*$ for the Gaussian. The difference between the two models lies in the factor $V_i^2$.

\subsection{A square network}

In two dimensions the size of this effect can be derived. Take a square network with $N+1$ rows and $N$ inner columns of nodes between left and right electrodes. Each row has $N+1$ links along the current. With all $g_i=1$, each row conducts $1/(N+1)$ and $G=1$.

Because current is conserved at each node, a stream function can be assigned to the faces of the network, such that the current $I_i$ in a link is the difference between the two faces it separates. Now build the dual network: its nodes are the faces, and its electrodes are the outer regions above and below. Give the dual link that crosses link $i$ the conductance $1/g_i$. Its voltage is $I_i$, so its current is $I_i/g_i=V_i$. These currents are conserved at each dual node, because the voltages $V_i$ around a face sum to zero. The dual network has total voltage $I$ and total current $V$, where $I$ and $V$ are the total current and voltage of the original. Therefore
\begin{equation}
G[g]\;G_{\rm dual}[1/g]=\frac IV\,\frac VI=1 .
\end{equation}
With the chosen numbers of rows and columns, the dual has the same shape as the original.

Write $g_i=e^{-\beta\phi_0}h_i$ with $h_i=e^{-\beta(\phi_i-\phi_0)}$, and let the barriers be independent. The Gaussian is symmetric about $\phi_0$, so $h_i$ and $1/h_i$ have the same distribution. Hence $G[h]$ and $1/G[h]$ also have the same distribution, and the mean of $\ln G[h]$ is zero. Thus
\begin{equation}
\langle\ln G\rangle=-\beta\phi_0 .
\label{network}
\end{equation}
The spread has dropped out. The network is activated with the positive energy $\phi_0$, and the parallel average exceeds its typical conductance by
\begin{equation}
\frac{A}{e^{-\beta\phi_0}}=e^{s^2/2(kT)^2}.
\end{equation}
This ratio is already $e^{1/2}\approx1.65$ at $kT=s$. If $\phi_0>s$, that lies above $kT^*$. So $T^*$ marks where failure is certain, not where the error begins. Equation~(\ref{network}) belongs to this two-dimensional symmetric model. In three dimensions there are more ways round a hard link, and the activation energy is different.

\section{Weighing the contributions in a film}

Consider a model channel of amorphous SnO$_2$, one barrier patch thick, with $\phi_0=0.06$ eV, $s=0.02$ eV and a barrier-free mobility of 50 cm$^2$/Vs. These are round parameters. Then
\begin{equation}
kT^*=\frac{(0.02)^2}{0.06}=0.00667\ {\rm eV},\qquad T^*=77.4\ {\rm K}.
\end{equation}
Only $\Phi(-3)=0.00135$ of the barriers are negative. The table gives mobilities in cm$^2$/Vs. The columns headed ``average'' and ``capped'' use Eqs.~(\ref{average}) and (\ref{cap}), and $f_-$ is the share of the average that comes from negative barriers. The last comes from solving Kirchhoff's equations numerically for 40 random networks with $N=40$, negative barriers set to zero, and averaging $\ln G$.

\begin{center}
\begin{tabular}{rcccc}
$T$ (K) & $f_-$ & average & capped & network\\
300 & 0.013 & 6.62 & 6.60 & 4.92\\
150 & 0.073 & 1.60 & 1.55 & 0.484\\
77.4 & 0.500 & 0.555 & 0.345 & 0.0062\\
50 & 0.950 & 2.14 & 0.175 & $4.5\times10^{-5}$
\end{tabular}
\end{center}

Between 77.4 and 50 K the Gaussian average rises almost fourfold, while the other two fall. At 50 K the dominant barrier is $-0.033$ eV.

At $T^*$ the contributions can be weighed as logarithms. The mean barrier gives $-\beta\phi_0=-9$ and the spread gives $+4.5$, so $\ln A=-4.5$ and the mobility is $50\,e^{-4.5}=0.555$ cm$^2$/Vs. Capping the negative barriers subtracts 0.48. Sharing the voltage as a network does subtracts a further $\ln(0.345/0.0062)\approx4.0$. The false rise needs both faults. Capping the negative barriers removes it, and so does sharing the voltage in the square network, where Eq.~(\ref{network}) holds even with the negative barriers left in. The larger numerical error at $T^*$ is the parallel average.

The network confirms the role of the voltage. At $T^*$ its power-weighted barrier, found from Eq.~(\ref{seen}) before capping, is $0.0600\pm0.0001$ eV, where the average has zero. Negative barriers take about $10^{-6}$ of the dissipated power, against half of $A$. Capping them changes $\ln G$ by about $-10^{-6}$. The standard error of the mean of $\ln G$ at $T^*$ is 0.012. Going from $N=20$ to $N=40$ shifts that mean by $0.03\pm0.02$, which is not significant.

\section{Contributions left out}

\subsection{Trapping}

Let the mobile density $n$ vary with temperature, with local activation energy $D=-d\ln n/d\beta$. The apparent activation energy of $nA$ is $\phi^*+D$. Setting it to zero gives
\begin{equation}
kT_{\min}=\frac{s^2}{\phi_0+D},
\end{equation}
with $D$ taken at that temperature. Trapping delays the false rise without removing its cause.

For an estimate, take $10^{17}$ carriers per cm$^3$, an isotropic mass of 0.3 electron masses, and tail states below the mobility edge with density $5\times10^{19}\,e^{E/0.02\,{\rm eV}}$ cm$^{-3}$ eV$^{-1}$ for $E<0$. Solving numerically for the Fermi level at fixed total density, with a bulk band, gives a mobile fraction of 0.58 at 300 K and 0.0031 at $T^*$. The minimum of $nA$ moves to 42 K, where $D=0.050$ eV. Indeed $0.0004/(0.060+0.050)=0.0036$ eV, which is 42 K. In a channel only 10 nm thick, the confinement energy between hard walls is 0.013 eV, more than $kT^*$. The effect of counting the subbands of such a channel depends on where the tail is placed. If the tail edge moves up with the first subband, the mobile fraction at $T^*$ becomes 0.0047 and the minimum lies at about 43 K. If the tail stays at the bulk edge, the fraction is 0.0007 and the minimum lies near 38 to 39 K. With the tail density assumed here, trapping is the largest at $T^*$ of the corrections estimated in this section. With a tail ten times less dense it would only halve the mobile density.

\subsection{Tunnelling, field and degeneracy}

Give each barrier the shape of an inverted parabola of base width $w=10$ nm. In the semiclassical approximation
\begin{equation}
t(E)=\frac{1}{1+e^{2\pi(\phi-E)/\omega}},\qquad
\omega=\frac2w\sqrt{\frac{2\phi}{m}},
\end{equation}
where $m$ is the carrier mass. Numerical integration of $\tau$ for a barrier of height $\phi_0$ gives 1.08 times the classical factor at 300 K and 4.4 times at $T^*$. The approximation is rough here, because $\omega$ is more than half of $\phi_0$: solving the Schr\"odinger equation for the same barrier, with a flat potential on either side, gives 1.04 and 5.7 instead. For such a barrier tunnelling is not small at $T^*$, but it cannot produce a rise on cooling as long as $t$ does not fall as $E$ grows. These figures assume that carriers cross the barrier without scattering. A mobility of 50 cm$^2$/Vs and a mass of 0.3 electron masses imply a mean free path of only about 1.7 nm at 300 K and less than 1 nm at $T^*$, well below $w$. The figures therefore describe an ideal coherent barrier and do not predict the tunnelling in a film with this mobility. The mean free path is itself only a formal length here: it is comparable to the reduced wavelength of a thermal carrier at 300 K and about a quarter of it at $T^*$, and $\hbar$ divided by the scattering time is 0.077 eV, well above $kT$. The picture of nearly free carriers between barriers is thus rough for these parameters.

A drain field of 0.01 MV/cm, or 0.001 V/nm, lowers a barrier by about $0.001\times5=0.005$ V times the carrier charge, that is 0.005 eV, over half its width. The forward rate at $T^*$ rises by the factor $e^{0.005/0.00667}=2.1$, and the reverse rate falls by the same factor. For a link with the mean voltage drop, the net current is then only $\sinh(0.75)/0.75=1.10$ times its linear value. But in the square network at $T^*$ the links, weighted by dissipated power, take about twice the mean drop. There the ratio is $\sinh(1.5)/1.5=1.42$. Solving the network with this nonlinear law in every link gives a total current about 1.4 times the linear one (1.43 for $N=20$, 1.39 for $N=40$ and 1.38 for $N=70$, each uncertain by about 0.01), so linear response is doubtful.

Without trapping, the carrier density is 0.024 of a bulk band's effective density of states at 300 K and 0.19 at $T^*$. Non-degenerate statistics are good at the first temperature and rougher at the second.

\subsection{The model beside a real channel}

Mobilities of a few to some tens of cm$^2$/Vs are a rough range for amorphous oxide channels near room temperature, and the model's 5 cm$^2$/Vs lies at its lower end. The carrier density chosen is low for tin oxide, whose conducting films can hold orders of magnitude more. Such films are degenerate, and the barriers must then be measured from the carriers that conduct. The assumption of a fixed mobile density can also fail at low temperature. With the tail assumed above, trapping moves the predicted minimum from 77 to 42 K; with a tail ten times less dense, it would move it only to about 71 K. Ordinary use near 300 K is almost four times $T^*$. There negative barriers supply about 1\% of the average, yet the average still exceeds the network mobility by 35\%. A channel many patches thick would need a three-dimensional network, for which that figure does not hold.

All numerical values are calculated from the stated model.
